# Linear stability of simple density mixing in self-consistent calculations

## 1. One density wave in a uniform gas

Rydberg atomic units are used: $\hbar^2/2m=1$ and $e^2=2$, with lengths in bohr and energies in Ry. Potentials are potential energies of an electron.

Take a uniform electron gas of density $n_0$ on a neutralizing background. The uniform density is self-consistent. Suppose a calculation starts instead from $n_0+e\cos Gz$, where the error $e$ is small and the wavelength $2\pi/G$ is long. Keep the Hartree interaction alone for the moment.

The error produces a potential $\delta V$ obeying Poisson's equation, $\delta V''=-8\pi\,e\cos Gz$, since $4\pi$ times the squared electron charge is $8\pi$ in these units (from here on, $e$ denotes the error, not the charge). Two integrations give

$$\delta V=\frac{8\pi}{G^2}\,e\cos Gz. \tag{1}$$

The electrons now respond to this potential. At low temperature, and for slow variation, each region is a uniform gas with $k_F^2=\mu-V$ and $n=k_F^3/3\pi^2$. The chemical potential $\mu$ does not shift to first order, because the cosine averages to zero. Raising $V$ lowers the local $k_F^2$ by the same amount, so

$$\delta n_{\rm out}=-\frac{dn}{d(k_F^2)}\,\delta V
=-\frac{k_F^2}{\pi^2}\,\frac{1}{2k_F}\,\delta V=-\frac{k_F}{2\pi^2}\,\delta V. \tag{2}$$

Inserting (1) gives an output error of $-(k_{TF}^2/G^2)\,e\cos Gz$, with $k_{TF}^2=8\pi k_F/2\pi^2=4k_F/\pi$. The output error has the opposite sign to the input error, and for small $G$ it is much larger: a slight excess of charge repels far too many electrons.

Simple mixing moves only a fraction $\alpha$ of the way from input to output. The new amplitude is

$$e'=e+\alpha\left(-\frac{k_{TF}^2}{G^2}e-e\right)=\left[1-\alpha\,\varepsilon(G)\right]e,\qquad
\varepsilon(G)=1+\frac{k_{TF}^2}{G^2}. \tag{3}$$

The number $\varepsilon(G)$ is the Thomas–Fermi dielectric function. The error shrinks if $|1-\alpha\varepsilon(G)|<1$, that is, if $0<\alpha<2/\varepsilon(G)$. In an inhomogeneous system the waves are coupled, and $\varepsilon$ becomes an operator.

## 2. Linearizing the self-consistency map

Let $F[n]$ be the density obtained by building the Kohn–Sham potential from $n$, solving once for the orbitals, and filling them at fixed electron number and temperature. A self-consistent density satisfies $n_*=F[n_*]$. Simple mixing is

$$n_{k+1}=n_k+\alpha\left(F[n_k]-n_k\right),\qquad \alpha>0. \tag{4}$$

Assume that $n_*$ exists and that $F$ is smooth near it. A positive electronic temperature, or a gap between filled and empty levels, prevents occupations from jumping. All densities contain the same number of electrons, so the error $e_k=n_k-n_*$ integrates to zero.

The potential is $V[n]=V_{\rm ext}+v_Hn+v_{xc}[n]$, where $v_H$ is the Coulomb operator. In a plane-wave basis it multiplies the component at $G\neq0$ by $8\pi/G^2$; neutrality removes $G=0$. An input error therefore changes the potential by

$$\delta V=K e,\qquad K=v_H+f_{xc},\qquad f_{xc}=\left.\frac{\delta v_{xc}}{\delta n}\right|_{n_*}. \tag{5}$$

Let $\chi_0$ give the first-order density response of independent electrons to a change in their total potential. Then $\delta n_{\rm out}=\chi_0\,\delta V$, and the chain rule gives

$$F[n_*+e]=n_*+\chi_0K\,e+O(e^2). \tag{6}$$

Subtract $n_*$ from both sides of (4) and insert (6):

$$e_{k+1}=e_k+\alpha(\chi_0K-1)e_k+O(e_k^2)
=(1-\alpha\varepsilon)\,e_k+O(e_k^2), \tag{7}$$

$$\varepsilon=1-\chi_0K. \tag{8}$$

If $\varepsilon u_i=\varepsilon_iu_i$, one mixing step multiplies the mode $u_i$ by $1-\alpha\varepsilon_i$, to first order.

The same operator describes screening. A small external potential $\delta V_{\rm ext}$ induces a self-consistent density change $\delta n=\chi_0(\delta V_{\rm ext}+K\delta n)$, or $\varepsilon\,\delta n=\chi_0\delta V_{\rm ext}$. A large eigenvalue means that the self-consistent response is much weaker than the independent-electron response. One pass through $F$ produces the latter, which is why it overshoots.

With $K=v_H$, $\varepsilon$ is the dielectric operator of the random-phase approximation (RPA). Here it acts on densities. If potentials are mixed instead, the order of the two responses is reversed and the operator is $1-K\chi_0$. This is the transpose of (8), because $K$ and $\chi_0$ are symmetric, so it has the same eigenvalues.

## 3. The independent-electron response

The symmetry and sign of $\chi_0$ decide what eigenvalues are possible. Let $\psi_i$ and $E_i$ be the orbitals and energies at $n_*$, with occupations $g_i=g(E_i-\mu)$, where $g$ decreases with energy. For a crystal, $\delta V$ has the period of the cell and couples only orbitals of equal crystal momentum; the sampling weight is then common to both and is included in $g$.

Write $V_{ji}=\langle\psi_j|\delta V|\psi_i\rangle$. First-order perturbation theory gives

$$\delta\psi_i=\sum_{j\ne i}\frac{V_{ji}}{E_i-E_j}\psi_j,\qquad \delta E_i=V_{ii}. \tag{9}$$

The density $\sum_i g_i|\psi_i|^2$ changes through both orbitals and occupations:

$$\delta n=\sum_{i\ne j}g_i\left[\frac{\psi_i^*\psi_jV_{ji}}{E_i-E_j}+\frac{\psi_i\psi_j^*V_{ij}}{E_i-E_j}\right]
+\sum_i g_i'(V_{ii}-\delta\mu)|\psi_i|^2. \tag{10}$$

Exchange the labels $i$ and $j$ in the second term of the bracket. It becomes $-g_j\psi_i^*\psi_jV_{ji}/(E_i-E_j)$ and combines with the first:

$$\delta n=\sum_{ij}D_{ij}\psi_i^*\psi_jV_{ji}-\delta\mu\sum_i g_i'|\psi_i|^2,\qquad
D_{ij}=\frac{g_i-g_j}{E_i-E_j}, \tag{11}$$

with $D_{ij}=g_i'$ when $E_i=E_j$. This limiting value also covers degenerate levels: one may choose orbitals that diagonalize $\delta V$ within the level, and the sum over the level does not depend on that choice.

Orthonormality reduces the integral of (11) to $\sum_i g_i'V_{ii}-\delta\mu\sum_i g_i'$. It must vanish, so

$$\delta\mu=\frac{\sum_i g_i'V_{ii}}{\sum_i g_i'}. \tag{12}$$

In a zero-temperature insulator all $g_i'$ vanish and the occupation terms are absent.

Written as a kernel, the response is

$$\chi_0(r,r')=\sum_{ij}D_{ij}\psi_i^*(r)\psi_j(r)\psi_j^*(r')\psi_i(r')-\frac{a(r)a(r')}{\sum_i g_i'},\quad a=\sum_i g_i'|\psi_i|^2. \tag{13}$$

Exchanging $r$ with $r'$ and relabelling $i,j$ leaves (13) unchanged, so $\chi_0$ is symmetric. Complex conjugation followed by the same relabelling also leaves it unchanged, so it is real.

For its sign, multiply (11) by $\delta V$ and integrate. Equation (12) completes the square in the diagonal terms:

$$\int\delta V\,\chi_0\,\delta V\,dr=\sum_{i\ne j}D_{ij}|V_{ij}|^2+\sum_i g_i'(V_{ii}-\delta\mu)^2\le0. \tag{14}$$

Every coefficient is non-positive because $g$ decreases with energy. Thus $X=-\chi_0$ is symmetric and non-negative.

## 4. Eigenvalues and the stability condition

Work in a finite basis, so that the operators are real matrices. From (8), $\varepsilon=1+XK$. The product $XK$ is not generally symmetric, but its eigenvalues are real. To see this, let $XKu=\lambda u$ with $\lambda\ne0$, and define $w=X^{1/2}Ku$. This vector is nonzero, since $X^{1/2}w=\lambda u$. Moreover,

$$\left(X^{1/2}KX^{1/2}\right)w=X^{1/2}K(XKu)=\lambda w. \tag{15}$$

The matrix in parentheses is real and symmetric, so $\lambda$ is real. Hence every $\varepsilon_i=1+\lambda_i$ is real; a zero $\lambda_i$ gives $\varepsilon_i=1$.

Repeated application of the linear part of (7) damps every error if and only if all multipliers have magnitude below one:

$$|1-\alpha\varepsilon_i|<1\quad\Longleftrightarrow\quad -1<1-\alpha\varepsilon_i<1
\quad\Longleftrightarrow\quad 0<\alpha\varepsilon_i<2. \tag{16}$$

For $\alpha>0$, the left inequality requires $\varepsilon_i>0$. The right one then requires $\alpha<2/\varepsilon_i$, most severely for the largest eigenvalue. The result is

$$\boxed{\;\varepsilon_i>0\ \text{for all }i,\qquad 0<\alpha<\frac{2}{\varepsilon_{\max}}\;} \tag{17}$$

These conditions also ensure convergence of the nonlinear iteration from a close enough start. Let $M=1-\alpha\varepsilon$, and let $\rho<1$ be the largest magnitude of its eigenvalues. Choose $q$ with $\rho<q<1$ and define the norm $\|e\|=\sum_{m\ge0}q^{-m}|M^me|$, where $|\cdot|$ is the ordinary length. Each component of $M^me$ is a sum of terms $\lambda^m$ times a polynomial in $m$, with $\lambda$ an eigenvalue of $M$ and $|\lambda|\le\rho$, so the series converges. Shifting the summation index gives $\|Me\|=q(\|e\|-|e|)\le q\|e\|$. The remainder in (7) is at most $C\|e_k\|^2$, so $\|e_{k+1}\|\le(q+C\|e_k\|)\|e_k\|$, which is a contraction for small errors. The ordinary norm may still rise during some early steps, because $\varepsilon$ is not symmetric.

A mode with $0<\alpha\varepsilon_i<1$ decays without changing sign. For $1<\alpha\varepsilon_i<2$ it overshoots and alternates while decaying. Beyond $2$ the alternation grows. At $\alpha=2/\varepsilon_{\max}$ the multiplier is $-1$, and the omitted nonlinear terms decide. Nothing in (17) guarantees convergence from a distant start.

## 5. When the eigenvalues are positive

If $K$ is non-negative, so is $X^{1/2}KX^{1/2}$, and every $\varepsilon_i\ge1$. This holds in the RPA, where $K=v_H$. Attractive exchange can spoil it. For exchange in the local-density approximation,

$$v_x=-2\left(\frac{3n}{\pi}\right)^{1/3},\qquad
f_x=\frac{dv_x}{dn}=-\frac23\left(\frac3\pi\right)^{1/3}n^{-2/3}=-\frac{2\pi}{k_F^2}. \tag{18}$$

The last form uses $n=k_F^3/3\pi^2$, for which $(3/\pi)^{1/3}n^{-2/3}=(27\pi^3)^{1/3}/k_F^2=3\pi/k_F^2$. In a uniform gas, plane waves remain eigenmodes, and

$$\varepsilon(G)=1+X(G)\,2\pi\left(\frac{4}{G^2}-\frac1{k_F^2}\right). \tag{19}$$

The interaction becomes attractive for $G>2k_F$. At temperatures far below the Fermi energy, $X(G)$ is $k_F/2\pi^2$ times a function of $G/k_F$, as (2) and dimensional analysis show. At fixed $G/k_F$, the departure of (19) from one therefore scales as $1/k_F$. In a dilute gas the attraction can make $\varepsilon(G)$ negative.

A negative $\varepsilon_i$ means that the eigenvalue $1-\varepsilon_i$ of $\chi_0K$ exceeds one: the output error has the sign of the input and is larger. Mixing a small part of it still increases the error, since $1-\alpha\varepsilon_i>1$ for every positive $\alpha$.

A uniform exchange-only gas with $r_s=100$ bohr shows this, where $r_s$ is the radius of a sphere containing one electron. Take a cell of length 130 bohr along $z$, at $kT=2\times10^{-5}$ Ry, and allow errors that vary only along $z$ with the period of the cell, as in the model of Section 7. With nine plane waves and sixteen crystal momenta, the smallest eigenvalue among these modes is $-0.526$; a converged mesh of crystal momenta gives $-0.527$. The predicted growth per step is $1+0.1\times0.526=1.053$ for $\alpha=0.1$, and $1.0053$ for $\alpha=0.01$. The measured factors agree to these digits. Correlation is omitted, so this illustrates the condition in (17) and is not a prediction for the real dilute electron gas.

## 6. The best constant mixing parameter

Suppose all eigenvalues are positive. For fixed $\alpha$, $|1-\alpha x|$ is a convex function of $x$, so its largest value over the spectrum occurs at an end:

$$\rho(\alpha)=\max\left(1-\alpha\varepsilon_{\min},\ \alpha\varepsilon_{\max}-1\right). \tag{20}$$

The first entry falls with $\alpha$ and the second rises. Their maximum is smallest where they are equal:

$$\alpha_{\rm opt}=\frac{2}{\varepsilon_{\min}+\varepsilon_{\max}},\qquad
\rho_{\rm opt}=1-\frac{2\varepsilon_{\min}}{\varepsilon_{\min}+\varepsilon_{\max}}
=\frac{\varepsilon_{\max}-\varepsilon_{\min}}{\varepsilon_{\max}+\varepsilon_{\min}}. \tag{21}$$

A wide spectrum makes convergence slow even at the best $\alpha$: a step small enough for the strongly screened modes barely corrects the others.

## 7. A modulated electron gas

Consider a three-dimensional gas that is uniform in $x$ and $y$ and has period $L=20$ bohr along $z$. Its mean density corresponds to $r_s=2$ bohr, or $0.02984$ bohr$^{-3}$, and $kT=0.02$ Ry. With $G_1=2\pi/L$, the positive background is the mean density times $1+0.4\cos G_1z+0.2\sin2G_1z$. Exchange is treated in the local-density approximation and correlation is omitted. Errors are allowed to vary only along $z$, with the period of the cell.

A state of energy $E$ for motion along $z$ carries a continuum of in-plane momenta, each adding $k_\parallel^2$ to the energy. Including spin, and using $d^2k_\parallel=\pi\,d(k_\parallel^2)$, its occupation per unit area is

$$g(E)=2\int\frac{d^2k_\parallel}{(2\pi)^2}\,f(E+k_\parallel^2)
=\frac1{2\pi}\int_0^\infty\! ds\,f(E+s)
=\frac{kT}{2\pi}\ln\left[1+e^{(\mu-E)/kT}\right], \tag{22}$$

where $f$ is the Fermi function. A potential that depends only on $z$ conserves $k_\parallel$, and $k_\parallel^2$ cancels from energy differences. Equation (11) therefore holds with this $g$, which decreases with $E$ as required.

The calculation uses 21 plane waves along $z$ and eight equally spaced crystal momenta; the digits quoted below belong to this discretization. On the 41 grid points used, the self-consistent density lies between $0.0160$ and $0.0439$ bohr$^{-3}$; a finer grid gives $0.0440$ for the maximum. The extreme eigenvalues of $\varepsilon$ are $0.9655$ and $13.165$, so

$$\frac{2}{\varepsilon_{\max}}=\frac{2}{13.165}=0.1519. \tag{23}$$

With 29 plane waves and 32 crystal momenta the smallest eigenvalue becomes $0.9652$, and the largest is unchanged to these digits. With the Hartree kernel alone, at the same density, the range is $1.000$ to $13.489$. Exchange is thus what brings the smallest eigenvalue below one; here it remains safely positive.

The numerical check builds $\varepsilon$ from (13) and compares it with finite differences of the complete map $F$. The matrix elements differ by at most $6.5\times10^{-10}$ in absolute value. It also applies one real mixing step to individual modes. For $\alpha=0.1$, the largest eigenvalue predicts the multiplier $1-0.1\times13.165=-0.3165$, and the smallest predicts $1-0.1\times0.9655=0.9035$. Both measured values agree to these digits. The first mode reverses sign and shrinks quickly; the second creeps towards zero.

For a small generic error, the late factor per step is $0.960$ at $0.98$ of the limit and $1.040$ at $1.02$ of it, as $|1-2\times0.98|$ and $|1-2\times1.02|$ require.

The full nonlinear iteration was also started from the background density, where the largest residual $|F[n]-n|$ is $0.0107$ bohr$^{-3}$. After 200 steps at $0.9$ of the limit, the residual has fallen to rounding level. At $1.1$ of the limit it is $0.0375$ bohr$^{-3}$ ($0.0376$ on a finer grid), larger than the mean density. The linear theory predicts the departure from self-consistency in the second run, but not its eventual size.

The best constant parameter follows from (21):

$$\alpha_{\rm opt}=\frac{2}{0.96547+13.16506}=0.1415,\qquad
\rho_{\rm opt}=\frac{12.19959}{14.13053}=0.86335. \tag{24}$$

A tenfold reduction of the slowest error then takes $\ln10/(-\ln0.86335)\approx16$ steps. The optimum lies only about 7% below the stability limit, so exceeding $\alpha_{\rm opt}$ by a little more than 7% makes the self-consistent density unstable and convergence is lost.

## 8. Long cells and charge sloshing

The longest wave in the cell has $G=G_1$. In a metal, (3) then suggests

$$\varepsilon_{\max}\approx1+\frac{k_{TF}^2}{G_1^2}=1+\frac{k_{TF}^2L^2}{4\pi^2}. \tag{25}$$

For $r_s=2$ bohr, $k_F=0.9596$ bohr$^{-1}$ and $k_{TF}^2=4k_F/\pi=1.2218$ bohr$^{-2}$. At $L=20$ bohr, $G_1^2=0.0987$ bohr$^{-2}$, and the estimate is $1+12.38=13.38$. Longer cells with the same relative modulation give:

| $L$ (bohr) | $\varepsilon_{\max}$ | Estimate (25) | $2/\varepsilon_{\max}$ |
|---|---|---|---|
| 20 | 13.2 | 13.4 | 0.152 |
| 40 | 51.1 | 50.5 | 0.0391 |
| 80 | 202.8 | 199.1 | 0.0099 |

The estimate is within 2% of each computed eigenvalue. It is not a bound: the last two eigenvalues lie above it. At 40 bohr, removing the modulation lowers $\varepsilon_{\max}$ from $51.1$ to $50.1$, below the estimate, so in that cell the modulation accounts for the excess.

Doubling the cell from 40 to 80 bohr multiplies $\varepsilon_{\max}-1$ by $4.03$, close to the factor of four in (25). The permitted $\alpha$ falls nearly as $1/L^2$. By (21), the number of steps needed for a given reduction of error grows nearly as $L^2$ if $\varepsilon_{\min}$ stays of order one. The growing alternation of long-wavelength charge above the limit is called charge sloshing.

An insulator behaves differently. At zero temperature, only pairs of filled and empty states contribute to (11), and the gap keeps $D_{ij}$ finite. As $G\to0$, orthogonality makes the matrix element of $e^{iGz}$ between such states vanish in proportion to $G$. The response thus vanishes as $G^2$, cancelling the $1/G^2$ of the Coulomb interaction. Long waves alone then do not drive the permitted $\alpha$ to zero. This requires the absence of free carriers. Dopant carriers, or an electronic temperature that is not very small compared with the gap, give the response a finite limit as $G\to0$, and the $1/G^2$ growth returns in long enough cells.

For a metal, (3) also suggests a cure. Replace the constant $\alpha$ by $\alpha G^2/(G^2+k_0^2)$, which is Kerker mixing. In the uniform gas of Section 1 the multiplier becomes

$$1-\alpha\,\frac{G^2}{G^2+k_0^2}\,\frac{G^2+k_{TF}^2}{G^2}
=1-\alpha\,\frac{G^2+k_{TF}^2}{G^2+k_0^2}. \tag{26}$$

For $k_0=k_{TF}$ it equals $1-\alpha$ at every wavelength in that model, and the dependence on cell length disappears. In an inhomogeneous system the cancellation is approximate, and stability is governed by the eigenvalues of the product of the mixing operator and $\varepsilon$. The cure is meant for cells that are metallic throughout. In an insulator, where $\varepsilon$ stays bounded, the factor $G^2/(G^2+k_0^2)$ brings the multiplier of the long waves close to one and slows convergence. Cells that combine a metal with vacuum or an insulator are not covered by (26).

## Values computed for the example and the checks

```
MAIN CELL
r_s = 2.0 bohr, L = 20.0 bohr, kT = 0.02 Ry
plane waves = 21, density grid points = 41
k points in positive half = 4
background / mean = 1 + 0.4 cos(G1 z) + 0.2 sin(2 G1 z)
mean density = 0.029842 bohr^-3
self-consistent density: min 0.016035, max 0.043945 bohr^-3
largest difference, eps by two roads = 6.5e-10
eps_min = 0.96547, eps_max = 13.16506 (dimensionless)
RPA eigenvalues: min 1.00000, max 13.48898
stability limit 2/eps_max = 0.15192
ONE STEP, alpha = 0.10: eigenvalue, predicted, measured
largest: 13.16506, -0.316506, -0.316506
second: 12.35278, -0.235278, -0.235278
smallest: 0.96547, 0.903453, 0.903453
LATE ERROR FACTOR: alpha/limit, predicted, measured
0.98, 0.96000, 0.96000
1.02, 1.04000, 1.03999
NONLINEAR RUNS from background density, 200 steps
starting max residual = 1.066e-02 bohr^-3
final at 0.9 of limit = 6.9e-17 bohr^-3
final at 1.1 of limit = 3.753e-02 bohr^-3
best alpha: formula 0.14154, scan 0.14154
best factor: formula 0.86335, scan 0.86335
CELL LENGTH
k_F = 0.95958 bohr^-1, k_TF^2 = 1.22177 bohr^-2
L (bohr), eps_max, Thomas-Fermi estimate, alpha limit
20, 13.165, 13.379, 0.15192
40, 51.088, 50.517, 0.03915
80, 202.798, 199.067, 0.00986
(eps_max - 1) ratio, 80 to 40 bohr = 4.0289
uniform gas, L = 40 bohr: eps_max 50.056, estimate 50.517
DILUTE UNIFORM GAS, exchange only
r_s = 100 bohr, L = 130 bohr, kT = 2e-05 Ry
smallest eigenvalue = -0.52584
alpha, predicted growth factor, measured growth factor
0.10, 1.052584, 1.052584
0.01, 1.005258, 1.005258
```
